# Half-height frequencies and logarithmic width of a Debye loss peak

## Problem

A dielectric in a weak electric field $E(t)$ has a slow part of its polarization, $P(t)$, which relaxes towards equilibrium at a rate proportional to its distance from equilibrium:

$$\tau\frac{dP}{dt}+P=\varepsilon_0\,\Delta\varepsilon\,E(t),\qquad \Delta\varepsilon=\varepsilon_s-\varepsilon_\infty>0,\quad \tau>0 .$$

Here $\tau$ is the relaxation time, $\varepsilon_s$ is the static relative permittivity, and $\varepsilon_\infty>0$ is its value at frequencies too high for the slow part to respond. Fields vary as $e^{+i\omega t}$, and the complex relative permittivity is written $\varepsilon^*=\varepsilon'-i\varepsilon''$. There is no steady conduction.

1. Find the loss $\varepsilon''(\omega)$ and say what it measures.
2. Show that the loss has a single maximum, and find its position and height.
3. Show that the loss has half its maximum value at the angular frequencies $(2\pm\sqrt3)/\tau$ and nowhere else, and that these two frequencies are 1.144 decades apart.
4. For liquid water near room temperature take the rough values $\varepsilon_s=78$, $\varepsilon_\infty=5.5$ and $\tau=8$ ps. Find the peak and half-height frequencies in GHz. Judge how far effects outside the model would change the width.

## Hints

**For part 1.** Insert $E=E_0e^{i\omega t}$ and $P=P_0e^{i\omega t}$. To separate real and imaginary parts, multiply numerator and denominator by the complex conjugate of the denominator.

**For part 2.** Frequency and relaxation time enter only through the product $x=\omega\tau$. The sign of the derivative tells more than its zero does.

**For part 3.** Half of the maximum is a quarter of $\Delta\varepsilon$. The condition becomes a quadratic equation. A width in decades is the base-ten logarithm of a frequency ratio, so $\tau$ must cancel.

**For part 4.** The frequency read from an instrument is $f=\omega/2\pi$.

## Solution

### 1. The loss

With the harmonic forms inserted, the time derivative gives a factor $i\omega$:

$$(1+i\omega\tau)P_0=\varepsilon_0\,\Delta\varepsilon\,E_0 .$$

The fast part of the response contributes $\varepsilon_\infty$, and the slow part adds $P_0/(\varepsilon_0E_0)$. With $x=\omega\tau$,

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+ix}
=\varepsilon_\infty+\frac{\Delta\varepsilon\,(1-ix)}{1+x^2}.$$

Comparison with $\varepsilon^*=\varepsilon'-i\varepsilon''$ gives

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+x^2},\qquad
\varepsilon''=\Delta\varepsilon\,\frac{x}{1+x^2}.$$

The minus sign in the definition of $\varepsilon^*$ makes $\varepsilon''$ positive.

To see what the loss measures, take the real field $E_0\cos\omega t$. The displacement is the real part of $\varepsilon_0(\varepsilon'-i\varepsilon'')E_0e^{i\omega t}$:

$$D=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t).$$

The power delivered per unit volume is $E\,dD/dt$, where

$$\frac{dD}{dt}=\varepsilon_0E_0\,\omega(-\varepsilon'\sin\omega t+\varepsilon''\cos\omega t).$$

Over a cycle $\cos\omega t\sin\omega t$ averages to zero and $\cos^2\omega t$ averages to one half. The mean power density is therefore $\tfrac12\varepsilon_0\,\omega\,\varepsilon''E_0^2$. Multiplied by the period $2\pi/\omega$, it gives an energy $\pi\varepsilon_0\varepsilon''E_0^2$ per cycle. At fixed field amplitude, $\varepsilon''$ thus measures the heat produced per cycle.

The heat produced per second behaves differently. It is proportional to $\omega\varepsilon''=(\Delta\varepsilon/\tau)\,x^2/(1+x^2)$, which rises steadily with frequency and levels off. It has no peak, so the half-height points found below belong to $\varepsilon''$ and not to the heating power.

### 2. The maximum

The quotient rule gives

$$\frac{d\varepsilon''}{dx}=\Delta\varepsilon\,\frac{(1+x^2)-x\cdot2x}{(1+x^2)^2}
=\Delta\varepsilon\,\frac{1-x^2}{(1+x^2)^2}.$$

The denominator is positive. The loss therefore rises for $0<x<1$ and falls for $x>1$, so there is one maximum, at $x=1$:

$$\omega_{\text{peak}}=\frac1\tau,\qquad \varepsilon''_{\max}=\frac{\Delta\varepsilon}{2}.$$

The two limits explain the shape. For $x\ll1$ the polarization almost keeps up with the field, and $\varepsilon''\approx\Delta\varepsilon\,x$: little energy is lost because the lag is small. For $x\gg1$ the field reverses before the slow polarization has grown far, and $\varepsilon''\approx\Delta\varepsilon/x$: little is lost because the polarization is small. Between these limits the polarization is both sizeable and late.

### 3. The half-height points and the width

Half of the maximum is $\Delta\varepsilon/4$. The condition is

$$\Delta\varepsilon\,\frac{x}{1+x^2}=\frac{\Delta\varepsilon}{4}.$$

Division by $\Delta\varepsilon$ and multiplication by the positive quantity $4(1+x^2)$ give an equivalent equation, so no root is gained or lost:

$$4x=1+x^2\quad\Longleftrightarrow\quad x^2-4x+1=0 .$$

Completing the square gives $(x-2)^2=3$, hence

$$x_\pm=2\pm\sqrt3,\qquad \omega_\pm=\frac{2\pm\sqrt3}{\tau}.$$

Numerically $x_-=0.2679$ and $x_+=3.7321$. Both are positive and they lie on opposite sides of the peak. A quadratic has no further roots, so the loss has half its maximum value nowhere else.

The product of the roots is

$$x_+x_-=(2+\sqrt3)(2-\sqrt3)=4-3=1 .$$

Therefore $1/x_-=x_+$, and the frequency ratio is

$$\frac{\omega_+}{\omega_-}=\frac{x_+}{x_-}=x_+^2=(2+\sqrt3)^2=7+4\sqrt3=13.928 .$$

Its base-ten logarithm is the full width:

$$W=\log_{10}\frac{\omega_+}{\omega_-}=2\log_{10}(2+\sqrt3)=1.144\ \text{decades}.$$

The relaxation time has cancelled from the ratio, and $\Delta\varepsilon$ cancelled when the half-height condition was written. The width is thus the same for every relaxation that obeys the model. On a linear frequency axis this is not so: the width there is $\omega_+-\omega_-=2\sqrt3/\tau$, which grows as the relaxation becomes faster.

A second route shows the symmetry of the peak. Put $u=\ln x$ and divide numerator and denominator of the loss by $x$:

$$\varepsilon''=\frac{\Delta\varepsilon}{x^{-1}+x}=\frac{\Delta\varepsilon}{e^{-u}+e^{u}}=\frac{\Delta\varepsilon}{2\cosh u}.$$

This is even in $u$, so on a logarithmic axis the peak is its own mirror image about $x=1$. Half height requires $\cosh u=2$. Since $\sinh^2u=\cosh^2u-1=3$, the positive solution has $e^u=\cosh u+\sinh u=2+\sqrt3$, as before. In the same way, the width at a fraction $p$ of the maximum, with $0<p<1$, follows from $\cosh u=1/p$.

The symmetry has a practical consequence. The peak frequency is the geometric mean of the half-height frequencies, $\omega_{\text{peak}}=\sqrt{\omega_+\omega_-}$, so $\tau=1/\sqrt{\omega_+\omega_-}$. The arithmetic mean is $2/\tau$, twice the peak frequency.

The real part offers a consistency test on data. At half height $1+x^2=4x$, so

$$\frac{\varepsilon'-\varepsilon_\infty}{\Delta\varepsilon}=\frac{1}{4x_\pm}=\frac{x_\mp}{4}=\frac{2\mp\sqrt3}{4}.$$

The two values add up to one. At the lower frequency most of the slow polarization still contributes to $\varepsilon'$, and at the upper frequency little of it does.

### 4. Water

The strength is $\Delta\varepsilon=78-5.5=72.5$. The peak frequency is

$$f_{\text{peak}}=\frac{1}{2\pi\tau}=\frac{1}{2\pi\times8.0\ \text{ps}}=19.89\ \text{GHz}.$$

Multiplying the unrounded value by $x_-$ and $x_+$ gives

$$f_-=5.33\ \text{GHz},\qquad f_+=74.25\ \text{GHz}.$$

The decimals are kept so that the arithmetic can be followed; the rough inputs justify about 20, 5 and 70 GHz. The loss is $72.5/2=36.25$ at the peak and $18.125$ at each half-height point. The linear width is 68.92 GHz. The arithmetic midpoint, 39.79 GHz, is far from the peak, whereas the geometric mean of $f_-$ and $f_+$ returns 19.89 GHz and hence $\tau=8.0$ ps.

**Temperature.** Suppose that $\tau$ is thermally activated with a rough energy $E_a=0.18$ eV. Warming from $T=298$ K to $T'=308$ K gives

$$\tau'=\tau\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T'}-\frac1T\right)\right]=6.37\ \text{ps},$$

and the peak moves from 19.89 to 24.98 GHz. With a rough slope of $-0.35$ per kelvin, $\varepsilon_s$ also falls by 3.5, which reduces the height of the peak but not its frequency. Neither change alters the ideal width in decades. An uncertain temperature therefore spoils the value of $\tau$ but not the test of shape, provided that the temperature stays constant during the sweep.

**A spread of relaxation times.** The Cole–Cole formula replaces $ix$ by $(ix)^{\beta}$, with $\beta=1-\alpha$ and $0<\alpha<1$. Since $i^\beta=e^{i\beta\pi/2}$, the loss becomes

$$\varepsilon''=\Delta\varepsilon\,\frac{x^\beta\sin(\beta\pi/2)}{1+2x^\beta\cos(\beta\pi/2)+x^{2\beta}}
=\frac{\Delta\varepsilon}{2}\,\frac{\cos(\alpha\pi/2)}{\cosh(\beta u)+S},$$

where $S=\sin(\alpha\pi/2)$. The last step divides by $x^\beta$ and uses $\beta\pi/2=\pi/2-\alpha\pi/2$. The peak is at $u=0$, where the denominator is $1+S$. At half height the denominator is twice as large, so

$$\cosh(\beta u)=2(1+S)-S=2+S .$$

The right side exceeds 2 and $\beta$ is less than 1. Both facts increase $|u|$, so every such spread broadens the peak. For an assumed $\alpha=0.02$ the width is 1.183 decades, which is 0.039 more than the Debye value.

**A second, faster process.** Add a Debye term of strength 2.0 and relaxation time 0.3 ps, both rough values. It contributes more loss at $f_+$ than at the peak, and so pushes the upper half-height point outwards. A numerical search for the maximum and the two half-height points of the summed loss gives a width of 1.150 decades.

**Inertia and field strength.** The rate equation ignores the inertia of the molecules. With a rough moment of inertia $I=2\times10^{-47}$ kg m², the time $\sqrt{I/k_BT}$ characterizes free thermal rotation. Its product with $\omega_+$ is 0.033, so the upper half-height point lies well below the frequencies at which free rotation would matter. Linearity requires the energy of a dipole in the field to be small compared with $k_BT$. For a rough dipole moment of 3 D in an applied field of 10 V/cm the ratio is $2.4\times10^{-6}$, without any local-field correction.

With these inputs, the assumed spread of relaxation times changes the width more than the second process does (0.039 against 0.006 decades). Warming by 10 K shifts the peak and half-height frequencies by about 0.10 decades but leaves the ideal width unchanged. Dissolved salt can be more serious still, as the second variation shows. A measured width of 1.144 decades is necessary for a single Debye process, but in practice it does not prove one: the second process above changes the width by only 0.006 decades, a difference easily lost in experimental error.

## Variation A: another loss quantity is plotted

*The same data are plotted as the loss tangent $\tan\delta=\varepsilon''/\varepsilon'$, or as the modulus loss $M''=\operatorname{Im}(1/\varepsilon^*)$. Where are the peaks, and how wide are they?*

Over a common denominator the real part is

$$\varepsilon'=\frac{\varepsilon_\infty(1+x^2)+\varepsilon_s-\varepsilon_\infty}{1+x^2}=\frac{\varepsilon_s+\varepsilon_\infty x^2}{1+x^2}.$$

The factor $1+x^2$ cancels in the ratio. With $y=x\sqrt{\varepsilon_\infty/\varepsilon_s}$,

$$\tan\delta=\frac{\Delta\varepsilon\,x}{\varepsilon_s+\varepsilon_\infty x^2}
=\frac{\Delta\varepsilon}{\sqrt{\varepsilon_s\varepsilon_\infty}}\,\frac{y}{1+y^2}.$$

For the modulus, write $\varepsilon^*=(\varepsilon_s+i\varepsilon_\infty x)/(1+ix)$ and invert:

$$\frac1{\varepsilon^*}=\frac{(1+ix)(\varepsilon_s-i\varepsilon_\infty x)}{\varepsilon_s^2+\varepsilon_\infty^2x^2}.$$

The imaginary part of the numerator is $\varepsilon_sx-\varepsilon_\infty x=\Delta\varepsilon\,x$. With $z=x\,\varepsilon_\infty/\varepsilon_s$,

$$M''=\frac{\Delta\varepsilon\,x}{\varepsilon_s^2+\varepsilon_\infty^2x^2}
=\frac{\Delta\varepsilon}{\varepsilon_s\varepsilon_\infty}\,\frac{z}{1+z^2}.$$

Both are the Debye shape in a rescaled frequency. A constant factor in frequency shifts a curve on a logarithmic axis without stretching it, so both widths are again 1.144 decades. The peaks lie at

$$x=\sqrt{\varepsilon_s/\varepsilon_\infty}=3.77\quad(\tan\delta),\qquad x=\varepsilon_s/\varepsilon_\infty=14.2\quad(M''),$$

with the values for water inserted. For a single Debye process, the width therefore cannot reveal which quantity was plotted. Reading $\tau$ as the inverse of the peak angular frequency of $\tan\delta$ would make it too short by a factor of 3.77 here.

Real water need not keep the three widths equal. The peaks of $\tan\delta$ and $M''$ lie at higher frequencies than the loss peak, where faster processes matter more. If the second process of part 4 is added to $\varepsilon^*$ with $\varepsilon_\infty=5.5$ unchanged, the width becomes about 1.25 decades for $\tan\delta$ and 1.55 decades for $M''$, against 1.15 decades for $\varepsilon''$. These figures illustrate the model and are not predictions for water. They depend on how the fast response is divided: if the second process is instead taken out of $\varepsilon_\infty$, lowering it to 3.5 so that the static value stays 78, the widths are about 1.32 decades for $\tan\delta$ and 1.51 decades for $M''$. Moreover, with $\varepsilon_\infty=5.5$ the upper half-height point of $M''$ lies near 2.3 THz, where $\omega\sqrt{I/k_BT}$ is about 1 and pure relaxation terms can no longer be trusted.

## Variation B: the liquid conducts

*The liquid has a constant ionic conductivity $\sigma$. When does the total loss still have a peak, and can its width be read?*

The conduction current $\sigma E$ adds to the displacement current $i\omega\varepsilon_0\varepsilon^*E$. This is equivalent to adding $\sigma/(i\omega\varepsilon_0)=-i\sigma/(\omega\varepsilon_0)$ to $\varepsilon^*$, so the total loss is

$$L(x)=\Delta\varepsilon\,\frac{x}{1+x^2}+\frac{s}{x},\qquad s=\frac{\sigma\tau}{\varepsilon_0}.$$

Its derivative can be written as

$$\frac{dL}{dx}=\frac{1}{x^2}\left[\Delta\varepsilon\,g(v)-s\right],\qquad g(v)=\frac{v(1-v)}{(1+v)^2},\quad v=x^2 .$$

The derivative of $g$ has the sign of $(1-2v)(1+v)-2v(1-v)=1-3v$. Hence $g$ rises from zero to its maximum at $v=1/3$, where

$$g=\frac{(1/3)(2/3)}{(4/3)^2}=\frac18,$$

and then falls, becoming negative beyond $v=1$. If $s<\Delta\varepsilon/8$, that is, if

$$\sigma<\frac{\varepsilon_0\,\Delta\varepsilon}{8\tau},$$

the bracket is negative, then positive, then negative again as the frequency rises. The total loss then has a local minimum followed by a local maximum. Above this conductivity it falls steadily and there is no peak.

For small $s$ the change in width follows to first order. The peak height rises by $s$, so the half-height level rises by $s/2$. At the half-height points $\sinh u=\pm\sqrt3$ and $\cosh u=2$, and the slope of the Debye loss is

$$\frac{d\varepsilon''}{du}=-\frac{\Delta\varepsilon\sinh u}{2\cosh^2u}=\mp\frac{\sqrt3}{8}\Delta\varepsilon .$$

The conduction term there is $s/x_\pm=s\,x_\mp$. Each shift $\delta u_\pm$ must satisfy $\mp(\sqrt3/8)\Delta\varepsilon\,\delta u_\pm+s\,x_\mp=s/2$, so

$$\delta u_+=\frac{8s}{\sqrt3\,\Delta\varepsilon}\left(x_--\tfrac12\right),\qquad
\delta u_-=\frac{8s}{\sqrt3\,\Delta\varepsilon}\left(\tfrac12-x_+\right).$$

Both points move to lower frequency, the lower one further. Since $x_-+x_+=4$, the peak broadens by

$$\delta u_+-\delta u_-=\frac{8s}{\sqrt3\,\Delta\varepsilon}(4-1)=8\sqrt3\,\frac{s}{\Delta\varepsilon},$$

in natural-logarithm units; division by $\ln10$ converts this to decades.

For water with $\sigma=0.05$ S/m, a rough value for tap water, a numerical search on $L(x)$ gives 1.148 decades, barely more than the Debye width. For $\sigma=5$ S/m, roughly that of sea water, and with the other parameters held fixed, numerical minimization and maximization give a local peak of 41.09 and a minimum of 34.96 on its low-frequency side. Half of the peak is 20.55. Below the minimum the loss rises again towards low frequency, so the total loss never reaches half its peak value on that side, and no full width can be read.

Subtracting $\sigma/(\varepsilon_0\omega)$, with $\sigma$ known from a low-frequency measurement free of electrode effects, restores the Debye peak in this model. In real salt water the ions also change $\varepsilon_s$ and $\tau$, which this estimate leaves out.

Numerical values quoted here were computed with a short program.
